# Why the adiabatic zero-point shift diverges in polar crystals

## The situation

An electron at the bottom of the conduction band of an ionic insulator feels the zero-point motion of the ions, which shifts the band edge even at zero temperature. One way to calculate the shift treats the ions as frozen in displaced positions, finds the electron energy to second order in the displacements, and averages over the zero-point distribution. In a polar crystal this number keeps growing as the supercell is enlarged or the wavevector grid refined.

The growth comes from long waves. Below, the coupling, the electron's response and the phonon energy are taken in turn, to see which is responsible and what remains after the cure.

The model has one empty, isotropic band $\varepsilon_k=Ak^2$, with $A=\hbar^2/2m$, and one longitudinal optical (LO) branch of constant energy $\hbar\omega$. The temperature is zero until stated otherwise, and units are Gaussian. With $V$ the crystal volume,

$$H=Ak^2+\sum_q\hbar\omega\,b_q^\dagger b_q+\sum_q g_q e^{i\mathbf q\cdot\mathbf r}(b_q+b_{-q}^\dagger).$$

## First contribution: the polar coupling

Let $u$ be the relative displacement of the two ions in a cell of volume $v$, with reduced mass $M$ and Born charge $Z^*e$. The ionic dipole density is $P=eZ^*u/v$. A longitudinal wave without free charge has $\varepsilon_\infty E+4\pi P=0$, so $E=-4\pi eZ^*u/(v\varepsilon_\infty)$. This field does not depend on $q$. A potential is a field divided by $q$, so the electron's potential energy has amplitude $4\pi e^2Z^*u/(v\varepsilon_\infty q)$.

In a crystal of $N$ cells the zero-point amplitude per mode is $\sqrt{\hbar/2M\omega N}$. Hence

$$|g_q|^2=\left(\frac{4\pi e^2Z^*}{v\varepsilon_\infty q}\right)^2\frac{\hbar}{2M\omega N}.$$

The Born charge can be traded for dielectric constants. Write $S=4\pi e^2Z^{*2}/(Mv)$ and let $\omega_T$ be the transverse frequency. The equation of motion $M\ddot u=-M\omega_T^2u+eZ^*E$ gives two relations:

- with the longitudinal field inserted, $\omega^2=\omega_T^2+S/\varepsilon_\infty$;
- for a static applied field, $u=eZ^*E/(M\omega_T^2)$, so $\varepsilon_0=\varepsilon_\infty+S/\omega_T^2$.

Together they give $\varepsilon_0\omega_T^2=\varepsilon_\infty\omega^2$, and therefore

$$K\equiv\frac1{\varepsilon_\infty}-\frac1{\varepsilon_0}=\frac{S/\omega_T^2}{\varepsilon_0\varepsilon_\infty}=\frac{S}{\varepsilon_\infty^2\omega^2}.$$

Since $16\pi^2e^4Z^{*2}/v^2=4\pi e^2SM/v$ and $Nv=V$,

$$|g_q|^2=\frac{4\pi e^2SM}{v\varepsilon_\infty^2q^2}\,\frac{\hbar}{2M\omega N}=\frac{2\pi e^2\hbar\omega K}{Vq^2}.$$

Two static electrons a distance $r$ apart check the prefactor. Each oscillator shifts under the static force, which lowers the energy by $|g_q|^2|e^{i\mathbf q\cdot\mathbf r_1}+e^{i\mathbf q\cdot\mathbf r_2}|^2/\hbar\omega$. The part that depends on $r$ is

$$-\frac{2}{\hbar\omega}\sum_q|g_q|^2\cos\mathbf q\cdot\mathbf r=-\frac{2e^2K}{\pi}\int_0^\infty\!dq\,\frac{\sin qr}{qr}=-\frac{e^2K}{r}.$$

This turns the repulsion $e^2/\varepsilon_\infty r$ into $e^2/\varepsilon_0r$, as static screening requires.

The coupling alone gives no divergence: the volume element $4\pi q^2dq$ cancels its $1/q^2$.

## Second contribution: the response to a frozen lattice

Freeze the lattice. The electron then sees a static potential $\sum_q\phi_qe^{i\mathbf q\cdot\mathbf r}$, whose zero-point average is $\langle|\phi_q|^2\rangle=|g_q|^2$. The first-order energy of the state $k=0$ vanishes, because a wave with $q\neq0$ has zero mean. The second-order energy is

$$\Delta E_{\rm ad}=-\sum_q\frac{|g_q|^2}{Aq^2}.$$

The summand goes as $1/q^4$: two powers come from the coupling and two from the small energy cost of scattering near a band minimum.

To integrate, replace the sum by $V(2\pi)^{-3}\int4\pi q^2dq$. For any function $F(q)$,

$$\sum_q|g_q|^2F=\frac{e^2\hbar\omega K}{\pi}\int_0^\infty F\,dq=\frac{2\alpha(\hbar\omega)^2}{\pi q_0}\int_0^\infty F\,dq,\tag{1}$$

$$q_0=\sqrt{\frac{2m\omega}{\hbar}},\qquad \alpha=\frac{e^2Kq_0}{2\hbar\omega}.$$

By definition $Aq_0^2=\hbar\omega$, so $1/(Aq^2)=q_0^2/(\hbar\omega q^2)$ and

$$\Delta E_{\rm ad}=-\frac{2\alpha\hbar\omega}{\pi}\int_{q_{\min}}^\infty\frac{q_0\,dq}{q^2}=-\frac{2\alpha\hbar\omega}{\pi}\frac{q_0}{q_{\min}}.$$

The $1/q^2$ law thus belongs to the radial integrand, after the volume factor is included.

A nonpolar optical coupling that tends to a constant leaves $q^2\cdot q^{-2}$, a finite radial integrand. For these two optical couplings, the divergence appears only when the coupling is polar and the phonon energy is missing. (A piezoelectric coupling to acoustic waves, with $|g_q|^2\propto1/q$, would leave a radial integrand $1/q$ and a weaker, logarithmic divergence.) Replacing the parabola by a cosine band and measuring the power of $q$ between 0.02 and 0.04 nm$^{-1}$ gives $-2.0000$ for the adiabatic polar case and $0.0000$ for the nonpolar one.

**Can the Debye-Waller term cancel it?** This term is first order in a coupling quadratic in the displacements, and the model omits it. Its band-edge average pairs $q$ with $-q$, so the total wavevector $p$ is zero. For displaced point charges, the second-order charge density at small $p$ goes as $(\mathbf p\cdot\mathbf u)^2$. The Coulomb factor $4\pi/p^2$ then leaves a bounded potential. A bounded term per mode cannot cancel $1/q^4$.

## Third contribution: the phonon energy

Now let the lattice move. From the state without phonons, the coupling leads to an electron of wavevector $-\mathbf q$ plus one phonon, at an energy cost $Aq^2+\hbar\omega$. Second-order perturbation theory and equation (1) give

$$\Delta E=-\sum_q\frac{|g_q|^2}{Aq^2+\hbar\omega}=-\frac{2\alpha\hbar\omega}{\pi}\int_0^\infty\frac{q_0\,dq}{q^2+q_0^2}=-\alpha\hbar\omega.$$

At small $q$ the radial integrand is now constant. For the cosine band its measured power is $-0.0024$, the slight fall expected from $1/(1+q^2/q_0^2)$.

Mode by mode, the frozen result is larger in magnitude than the moving one by the factor

$$\frac{Aq^2+\hbar\omega}{Aq^2}=1+\frac{q_0^2}{q^2}.$$

The electron needs a time of order $\hbar/Aq^2$ to adjust to a wave of wavevector $q$, while the lattice moves in a time $1/\omega$. For $q\gg q_0$ the electron is faster and freezing the lattice is justified. For $q\ll q_0$ the wave reverses before the electron has adjusted, yet the adiabatic formula credits it with the full adjustment. The wavevectors below $q$ supply the fraction $(2/\pi)\arctan(q/q_0)$ of the finite shift, so half comes from $q<q_0$, where the frozen picture is poor.

## What exactly diverges

One pair of modes $\pm q$ can be treated without perturbation theory, by diagonalizing either the electron in a frozen wave or the coupled electron and phonons. In the table $g=0.002\,\hbar\omega$ is held fixed while $q$ varies. Energies are in units of $g^2/\hbar\omega$.

| $q/q_0$ | frozen average | frozen, 2nd order | moving |
|---|---|---|---|
| 10 | −0.0200 | −0.0200 | −0.0198 |
| 0.5 | −7.998 | −8.000 | −1.600 |
| 0.05 | −432 | −800 | −1.995 |

In the last row the second-order frozen formula fails even as an account of the frozen lattice. The potential $2|\phi|\cos qx$ cannot lower the energy below $-2|\phi|$. Since $|\phi|^2$ is exponentially distributed with mean $g^2$, $\langle|\phi|\rangle=\sqrt\pi\,g/2$, and the frozen average stays above $-\sqrt\pi\,g$ however small $q$ becomes. For a single pair of modes, the infinity thus belongs to second-order theory on a frozen lattice. Going beyond second order for this pair while keeping the lattice frozen is still no cure: −432 is about two hundred times the moving-lattice value.

In a cubic supercell of side $L$, perturbation theory becomes doubtful when $|g_q|$ at $q=2\pi/L$ reaches $Aq^2$. Written with $\alpha$, $|g_q|^2=4\pi\alpha(\hbar\omega)^2/(q_0Vq^2)$. Setting $V=L^3$, the condition is

$$\frac{\alpha(\hbar\omega)^2}{\pi q_0L}=\left(\frac{4\pi^2\hbar\omega}{q_0^2L^2}\right)^2\quad\Rightarrow\quad(q_0L)^3=\frac{16\pi^5}{\alpha}.$$

**Away from the minimum.** At $k\neq0$ the adiabatic denominator is $\varepsilon_k-\varepsilon_{k+q}=-A(q^2+2kq\mu)$, where $\mu$ is the cosine of the angle between $\mathbf k$ and $\mathbf q$. It changes sign, and the principal value of the angular average is

$$\frac12\int_{-1}^1\frac{d\mu}{q^2+2kq\mu}=\frac1{4kq}\ln\left|\frac{q+2k}{q-2k}\right|.$$

With $x=q/2k$, equation (1) gives

$$\Delta E_{\rm ad}(k)=-\frac{\alpha\hbar\omega q_0}{2\pi k}\int_0^\infty\frac{dx}{x}\ln\left|\frac{1+x}{1-x}\right|=-\frac{\pi\alpha\hbar\omega q_0}{4k}.$$

The last integral is $\pi^2/2$. The range $0<x<1$ gives $2\sum_j(2j+1)^{-2}=\pi^2/4$ by series, and the substitution $x\to1/x$ shows that the rest gives the same. In this model the adiabatic shift is finite away from the edge and diverges as the edge is approached.

## Two numerical settings that hide the problem

**Broadening.** A small imaginary energy $i\delta$ replaces $1/Aq^2$ by $Aq^2/(A^2q^4+\delta^2)$. With $q=t\sqrt{\delta/A}$ and $\sqrt{A\delta}=\sqrt{\hbar\omega\delta}/q_0$,

$$\Delta E_\delta=-\frac{2\alpha(\hbar\omega)^2}{\pi\sqrt{\hbar\omega\delta}}\int_0^\infty\frac{t^2dt}{1+t^4}=-\alpha\hbar\omega\sqrt{\frac{\hbar\omega}{2\delta}}.$$

The integral equals $\pi/2\sqrt2$: under $t\to1/t$ it becomes $\int dt/(1+t^4)$, and half the sum of the two forms, with $s=t-1/t$, is $\frac12\int_{-\infty}^{\infty}ds/(s^2+2)$. The result is finite but set by $\delta$. It equals $-\alpha\hbar\omega$ at $\delta=\hbar\omega/2$, and grows without limit as $\delta\to0$.

**A grid without $q=0$.** With $q=2\pi n/L$, the adiabatic summand $1/(Vq^4)$ scales as $L^4/L^3$, so the sum grows linearly with $L$. With the phonon energy retained, the omitted cell around $q=0$ has volume $(2\pi/L)^3$ and a summand of order $L^2$, which leaves an error of order $1/L$. Treating that cell as a sphere of equal volume, with radius $q_s=(2\pi/L)(3/4\pi)^{1/3}$, adds $-(2\alpha\hbar\omega/\pi)\arctan(q_s/q_0)$ and removes most of the error. The remainder, roughly one eighth of the original error on large grids, still falls only as $1/L$.

## Worked example: an oxide in the regime of MgO

The inputs are rough typical values: $m$ = 0.35 electron masses, $\varepsilon_\infty=3$, $\varepsilon_0=10$, $\hbar\omega=80$ meV, lattice constant 0.42 nm and gap 7.8 eV. The rock-salt structure has one LO branch and no piezoelectric coupling. Then $K=1/3-1/10=0.2333$. With $A=0.1089$ eV nm² and $e^2=1.440$ eV nm,

$$q_0=\sqrt{\frac{0.0800}{0.1089}}=0.857\ {\rm nm^{-1}},\qquad\alpha=\frac{1.440\times0.2333\times0.857}{2\times0.0800}=1.80.$$

The finite shift is $-1.80\times80=-144$ meV, or −0.144 eV. The adiabatic formula gives −786 meV with $q_{\min}=0.1$ nm$^{-1}$ and −7860 meV with 0.01 nm$^{-1}$. With broadenings of 1, 10 and 100 meV it gives −911, −288 and −91 meV. At $k=0.1q_0$ it gives −1131 meV.

The grids below fill a cubic zone of the true zone volume, for which the continuum value with phonon energy is −138.5 meV. Shifts are in meV.

| $L$ (nm) | adiabatic | retained | with sphere |
|---|---|---|---|
| 5.6 | −86 | −68 | −130.5 |
| 10.8 | −173 | −97 | −133.2 |
| 21.4 | −347 | −117 | −135.7 |
| 42.6 | −696 | −127 | −137.1 |

The adiabatic column grows by 16.5 meV per nm. Between the first two rows it passes through the right value by coincidence, so a single plausible number from a modest cell proves nothing. At 42.6 nm the retained sum is still 8% short of the continuum value, and the sphere reduces this to 1%. The estimate $(q_0L)^3=16\pi^5/\alpha$ gives $L$ = 16 nm, beyond which second-order theory is doubtful even for the frozen lattice.

## Weighing what the model leaves out

**Finite zone.** Cutting the integral at the radius $Q=14.7$ nm$^{-1}$ of a sphere with the zone's volume multiplies the shift by $(2/\pi)\arctan(Q/q_0)$. It becomes −138.7 meV, a loss of about 5 meV.

**Nonparabolicity.** With $\varepsilon(1+\varepsilon/E_g)=Aq^2$, $E_g$ being the gap, the band is flatter at large $q$ and scattering costs less. With the same cutoff the shift becomes −147.9 meV, about 9 meV deeper. This size is only indicative. With this band the integral grows as $\ln Q$, halving the cutoff reduces the correction to 5 meV, and nearest-neighbour tight-binding bands with the same mass give 4 to 6 meV. Overlaps of the Bloch functions, left out here, would reduce the coupling and act the other way.

**Higher order in the coupling.** Since $\alpha$ exceeds one, the next order must be examined. With $D_i=Aq_i^2+\hbar\omega$ and $D_{12}=A|\mathbf q_1+\mathbf q_2|^2+2\hbar\omega$, fourth-order perturbation theory gives

$$E_4=-\sum_{q_1q_2}\frac{|g_1|^2|g_2|^2}{D_{12}}\left(\frac1{D_1^2}+\frac1{D_1D_2}\right)+\sum_q\frac{|g_q|^2}{D}\sum_q\frac{|g_q|^2}{D^2}.$$

The two terms in the bracket correspond to the two orders in which the emitted phonons can be reabsorbed. The last product is the normalization correction, $\alpha\hbar\omega\cdot\alpha/2$. It nearly cancels the first part: numerical integration gives $E_4=-0.0159\,\alpha^2\hbar\omega$, or −4 meV. Higher orders were not evaluated.

**Temperature.** With phonon occupation $n$,

$$\Delta E(T)=-\sum_q|g_q|^2\left[\frac{n+1}{Aq^2+\hbar\omega}+\frac{n}{Aq^2-\hbar\omega}\right].$$

Dropping $\hbar\omega$ would give $(2n+1)/Aq^2$, which diverges as before. With it kept, emission gives $-(n+1)\alpha\hbar\omega$. The principal value of the absorption term, cut off at $Q$, is

$$+\frac{2n\alpha\hbar\omega}{\pi}\cdot\frac12\ln\frac{Q+q_0}{Q-q_0},$$

which vanishes for large $Q$. At 300 K, $n=0.047$: emission adds −6.8 meV and absorption +0.3 meV. The absorption term is so small that the band shape and the thermal width of the level can change its sign.

Each correction evaluated here is below 10 meV, against errors of hundreds of meV or more from the adiabatic formula on large cells.

**The real material.** The parameters are only rough values for MgO. Since $\alpha\hbar\omega=e^2Kq_0/2$ varies as $K\sqrt{m\omega}$, a 10% error in the mass or the phonon energy changes the shift by about 5%. The dielectric constant $\varepsilon_\infty$ matters more: raising it by 10% lowers $K$, and with it the shift, by 13%. The −0.14 eV is the long-range polar part of the conduction-edge shift. The valence edge, short-range coupling, interband terms and the Debye-Waller term are absent, so this number should not be compared directly with a measured or first-principles reduction of the full gap. In tunnel junctions the oxide can be only 1 to 2 nm thick, comparable with $1/q_0=1.17$ nm, and the assumption of bulk phonons breaks down. For a 2 nm film, waves with $q<\pi/(2\ \text{nm})=1.57$ nm$^{-1}$ supply $(2/\pi)\arctan(1.57/0.857)\approx0.68$ of the bulk shift. A large part of the shift therefore depends on film and interface modes that this model does not describe.

The full set of values is in the numerical output below.

## Computed values

```
band mass                        0.35 electron masses
eps_inf, eps_0, K                3.0, 10.0, 0.2333
LO phonon energy                 80.0 meV
lattice constant, gap            0.42 nm, 7.8 eV
e^2 (Gaussian)                   1.43996 eV nm
hbar^2/2m                        0.10886 eV nm^2
q0, 1/q0                         0.8573 1/nm, 1.166 nm
coupling constant alpha          1.8002
shift, phonon energy retained    -144.02 meV
same, in eV                      -0.1440 eV
static pair energy at 1 nm       -0.3360 eV
power of q, adiabatic polar      -2.0000
power of q, phonon retained      -0.0024
power of q, adiabatic nonpolar   0.0000
adiabatic, q > 0.10 1/nm        -786.0 meV
adiabatic, q > 0.01 1/nm        -7859.8 meV
adiabatic, broadening     1 meV  -910.8 meV
adiabatic, broadening    10 meV  -288.0 meV
adiabatic, broadening   100 meV  -91.1 meV
adiabatic at k = 0.1 q0          -1131.1 meV
one mode pair, g = 0.002 hbar w; energies in g^2/(hbar w):
  q/q0   frozen average   moving lattice   2nd-order frozen
  10.00        -0.02000        -0.01980        -0.02000
   0.50        -7.99821        -1.60000        -8.00000
   0.05      -431.93849        -1.99501      -800.00000
grids without q=0: N, length (nm), shifts (meV):
    N   length  adiabatic  retained  retained + Gamma sphere
   21    5.56      -85.9     -67.6    -130.5
   41   10.85     -173.0     -96.8    -133.2
   81   21.43     -347.2    -116.6    -135.7
  161   42.60     -695.5    -127.4    -137.1
continuum value, same cubic zone -138.5 meV
adiabatic growth with length     -16.46 meV/nm
static 2nd order fails at length 16.3 nm
zone-sphere radius               14.73 1/nm
shift with zone cutoff           -138.69 meV
same, nonparabolic band          -147.87 meV
fourth-order coefficient         -0.0159 alpha^2 hbar w
fourth-order shift               -4.13 meV
phonon occupation at 300 K      0.0474
thermal change, emission         -6.83 meV
thermal change, absorption       0.253 meV
```
